# Democratic partitioning of the energy in density-matrix embedding: a numerical check

```python
"""
Democratic partitioning of the energy in density-matrix embedding.

Result under test: with fragment states Psi_x (embedding state times core),
    E_DP = sum_x sum_{p in x} [ sum_q h_pq D^x_pq
                                + 1/2 sum_qrs (pq|rs) Gamma^x_pqrs ]
equals the mean-field energy when each fragment is solved at mean-field level,
but is not an upper bound to the exact energy for correlated fragment states.

Symbols: h one-body matrix, eri[p,q,r,s] = (pq|rs), D spin-summed one-particle
density matrix, G = Gamma spin-summed two-particle density matrix,
E[p,q] = sum_sigma a+_p a_q as a matrix, B embedding orbitals (fragment, bath).
Energies are in units of the hopping t = 1. Six sites, three electron pairs.
"""
from functools import lru_cache
from itertools import combinations
import numpy as np

L, PAIRS = 6, 3


@lru_cache(maxsize=None)
def excitations(n, k):
    """Occupation strings of one spin and the matrices E[p,q] for k pairs."""
    strings = list(combinations(range(n), k))
    index = {s: i for i, s in enumerate(strings)}
    m = len(strings)
    one_spin = np.zeros((n, n, m, m))
    for s in strings:
        for q in s:
            for p in range(n):
                if p != q and p in s:
                    continue
                new = tuple(sorted([r for r in s if r != q] + [p]))
                between = sum(min(p, q) < r < max(p, q) for r in s)
                one_spin[p, q, index[new], index[s]] = (-1) ** between
    unit = np.eye(m)
    E = np.array([[np.kron(one_spin[p, q], unit) + np.kron(unit, one_spin[p, q])
                   for q in range(n)] for p in range(n)])
    return strings, E


def energy_operator(h, eri, E, rows):
    """All terms of the Hamiltonian whose first index lies in rows."""
    one = h - 0.5 * np.einsum('prrs->ps', eri)
    out = np.zeros(E.shape[2:])
    for p in rows:
        out += np.tensordot(one[p], E[p], axes=1)
        for q in range(len(h)):
            if np.any(eri[p, q]):
                out += 0.5 * E[p, q] @ np.tensordot(eri[p, q], E, axes=2)
    return out


def density_matrices(psi, E):
    w = E @ psi
    D = w @ psi
    G = np.einsum('qpi,rsi->pqrs', w, w)
    G -= np.einsum('qr,ps->pqrs', np.eye(len(D)), D)
    return D, G


def mean_potential(eri, D):
    return (np.einsum('pqrs,rs->pq', eri, D)
            - 0.5 * np.einsum('psrq,rs->pq', eri, D))


def hartree_fock(h, eri, pairs):
    """Occupied orbitals from a damped closed-shell self-consistent field."""
    F = h.copy()
    for _ in range(600):
        c = np.linalg.eigh(F)[1][:, :pairs]
        D = 2 * c @ c.T
        F_new = h + mean_potential(eri, D)
        F = 0.7 * F + 0.3 * F_new
    assert np.max(np.abs(F_new @ D - D @ F_new)) < 1e-9
    return c


def embedding_orbitals(c_occ, frag):
    n = len(frag)
    vt = np.linalg.svd(c_occ[frag])[2]
    bath = c_occ @ vt[:n].T
    core = c_occ @ vt[n:].T
    bath[frag] = 0.0
    bath /= np.linalg.norm(bath, axis=0)
    B = np.hstack([np.eye(len(c_occ))[:, frag], bath])
    assert np.allclose(B.T @ B, np.eye(2 * n), atol=1e-9)
    assert np.allclose(core[frag], 0, atol=1e-10)
    return B, core


def solve_fragment(h, eri, c_occ, frag, solver):
    """solver: 'hf', 'fci' (interacting bath) or 'bare' (non-interacting bath)."""
    n = len(frag)
    B, core = embedding_orbitals(c_occ, frag)
    D_core = 2 * core @ core.T
    he = B.T @ h @ B
    ve = B.T @ mean_potential(eri, D_core) @ B
    ge = np.einsum('pqrs,pi,qj,rk,sl->ijkl', eri, B, B, B, B, optimize=True)
    psi = None
    if solver == 'hf':
        c = hartree_fock(he + ve, ge, n)
        D = 2 * c @ c.T
        G = np.einsum('pq,rs->pqrs', D, D) - 0.5 * np.einsum('ps,rq->pqrs', D, D)
    else:
        hs, gs = he + ve, ge
        if solver == 'bare':
            gs = np.zeros_like(ge)
            gs[:n, :n, :n, :n] = ge[:n, :n, :n, :n]
            D_mf = 2 * c_occ @ c_occ.T
            hs = B.T @ (h + mean_potential(eri, D_mf)) @ B
            hs = hs - mean_potential(gs, B.T @ D_mf @ B)
        E = excitations(2 * n, n)[1]
        psi = np.linalg.eigh(energy_operator(hs, gs, E, range(2 * n)))[1][:, 0]
        D, G = density_matrices(psi, E)
    energy = np.sum((he + 0.5 * ve)[:n] * D[:n]) + 0.5 * np.sum(ge[:n] * G[:n])
    return dict(energy=energy, psi=psi, B=B, core=core, D=D, G=G, he=he, ve=ve,
                ge=ge, D_site=D_core + B @ D @ B.T)


def lift(res):
    """Embedding state times core, written out in the full many-body space."""
    ne, nc = res['B'].shape[1], res['core'].shape[1]
    orb = np.hstack([res['B'], res['core']])
    small = excitations(ne, ne // 2)[0]
    core_cols = list(range(ne, ne + nc))
    T = np.array([[np.linalg.det(orb[np.ix_(I, list(J) + core_cols)])
                   for J in small] for I in excitations(L, PAIRS)[0]])
    return (T @ res['psi'].reshape(len(small), -1) @ T.T).ravel()


def determinant(c_occ):
    a = np.array([np.linalg.det(c_occ[list(I)]) for I in excitations(L, PAIRS)[0]])
    return np.outer(a, a).ravel()


E_full = excitations(L, PAIRS)[1]

# ---- inhomogeneous chain with long-range repulsion and exchange -------------
U_c, slope, exch = 2.0, 0.2, 0.1
h = -(np.eye(L, k=1) + np.eye(L, k=-1))
eri = np.zeros((L,) * 4)
for p in range(L):
    h[p, p] = slope * p
    for q in range(L):
        eri[p, p, q, q] = U_c / (1 + abs(p - q))
        if p != q:
            h[p, p] -= U_c / (1 + abs(p - q))
        if abs(p - q) == 1:
            eri[p, q, p, q] = eri[p, q, q, p] = exch
fragments = [[0, 1], [2], [3, 4, 5]]
H = energy_operator(h, eri, E_full, range(L))
assert np.allclose(H, H.T, atol=1e-10)
E0_chain = np.linalg.eigvalsh(H)[0]
c_hf = hartree_fock(h, eri, PAIRS)
phi = determinant(c_hf)
E_hf = phi @ H @ phi
dp_hf = sum(solve_fragment(h, eri, c_hf, f, 'hf')['energy'] for f in fragments)
assert abs(dp_hf - E_hf) < 1e-7

# one-body Hamiltonian: an exact fragment solver must return the exact energy
levels, orbs = np.linalg.eigh(h)
zero = np.zeros_like(eri)
E_one = 2 * levels[:PAIRS].sum()
dp_one = sum(solve_fragment(h, zero, orbs[:, :PAIRS], f, 'fci')['energy']
             for f in fragments)
assert abs(dp_one - E_one) < 1e-8

# correlated fragments: half core potential against the full many-body space
dp_chain, count = 0.0, 0.0
print("CHAIN: U, site slope, exchange (t):", U_c, slope, exch)
for f in fragments:
    r = solve_fragment(h, eri, c_hf, f, 'fci')
    big = lift(r)
    direct = big @ energy_operator(h, eri, E_full, f) @ big
    trial = big @ H @ big
    assert abs(big @ big - 1) < 1e-9
    assert abs(direct - r['energy']) < 1e-8
    assert E0_chain - 1e-9 < trial < E_hf + 1e-9
    dp_chain += r['energy']
    n_f = np.trace(r['D'][:len(f), :len(f)])
    count += n_f
    print(f"sites {f}: E_x {r['energy']:.6f} t, <H> {trial:.6f} t, N_x {n_f:.5f}")
print(f"chain mean-field energy, many-body space (t): {E_hf:.8f}")
print(f"chain E_DP, mean-field solver (t):            {dp_hf:.8f}")
print(f"chain one-body H, exact energy (t):           {E_one:.8f}")
print(f"chain one-body H, E_DP exact solver (t):      {dp_one:.8f}")
print(f"chain exact energy (t):                       {E0_chain:.6f}")
print(f"chain E_DP, exact solver, no chem. pot. (t):  {dp_chain:.6f}")
print(f"chain assembled electron number:              {count:.6f}")

# ---- half-filled Hubbard ring, one-site fragments ---------------------------
h = -(np.roll(np.eye(L), 1, axis=0) + np.roll(np.eye(L), -1, axis=0))
c_ring = np.linalg.eigh(h)[1][:, :PAIRS]
phi = determinant(c_ring)
D1 = (c_ring @ c_ring.T)[0, 1]
V = 4 * D1


def closed_form(U, U_bath):
    u = U + U_bath
    S = np.sqrt(u * u / 16 + 4 * V * V)
    return U / 4 - 2 * V * V / S - U * u / (16 * S)


print("RING: energies per site (t); sites:", L)
print("   U   exact      mean-field <H>trial   E_DP       E_DP(bare bath)")
table = {}
for U in (0.0, 1.0, 2.0, 4.0, 8.0):
    eri = np.zeros((L,) * 4)
    for p in range(L):
        eri[p, p, p, p] = U
    H = energy_operator(h, eri, E_full, range(L))
    vals, vecs = np.linalg.eigh(H)
    full = [solve_fragment(h, eri, c_ring, [p], 'fci') for p in range(L)]
    bare = [solve_fragment(h, eri, c_ring, [p], 'bare') for p in range(L)]
    dp = sum(r['energy'] for r in full) / L
    dp_bare = sum(r['energy'] for r in bare) / L
    big, big_bare = lift(full[0]), lift(bare[0])
    exact, mf = vals[0] / L, phi @ H @ phi / L
    trial = big @ H @ big / L
    assert exact - 1e-10 < trial < mf + 1e-10
    assert big_bare @ H @ big_bare / L > exact - 1e-10
    U_bath = U * np.sum(full[0]['B'][:, 1] ** 4)
    assert abs(dp - closed_form(U, U_bath)) < 1e-9
    assert abs(dp_bare - closed_form(U, 0.0)) < 1e-9
    for r in full + bare:
        assert abs(r['D'][0, 0] - 1) < 1e-9
    table[U] = (exact, dp, dp_bare)
    print(f"{U:5.1f} {exact:10.6f} {mf:10.6f} {trial:10.6f} {dp:10.6f} {dp_bare:10.6f}")
    if U == 4.0:
        saved = (H, vals[0], vecs[:, 0], full, eri, U_bath)
assert abs(table[0.0][0] - table[0.0][1]) < 1e-9
assert table[4.0][1] < table[4.0][0] - 1e-3
assert table[1.0][2] < table[1.0][0] - 1e-5
assert table[4.0][2] > table[4.0][0] + 1e-3

# ---- details at U = 4 -------------------------------------------------------
H, E0, psi0, full, eri, U_bath = saved
U = 4.0
r = full[0]
double = r['G'][0, 0, 0, 0] / 2
rows = np.array([full[p]['D_site'][p] for p in range(L)])
D_dem = 0.5 * (rows + rows.T)
E_dem = np.sum(h * D_dem) + U * sum(f['G'][0, 0, 0, 0] / 2 for f in full)
assert abs(E_dem - sum(f['energy'] for f in full)) < 1e-9
assert abs(abs(r['he'][0, 1]) - V) < 1e-9
occ = np.linalg.eigvalsh(D_dem)
assert occ[0] > 0 and occ[-1] < 2 and abs(occ.sum() - 2 * PAIRS) < 1e-9
S = np.sqrt((U + U_bath) ** 2 / 16 + 4 * V * V)
print("DETAILS at U = 4 t")
print(f"neighbour density matrix per spin D1: {D1:.6f}")
print("bath amplitudes, sites 0-5:", np.round(np.abs(r['B'][:, 1]), 6), "(moduli)")
print(f"V {V:.6f} t, U_b {U_bath:.6f} t, S {S:.6f} t")
print(f"core potential on bath orbital (t): {r['ve'][1, 1]:.6f}")
print(f"|D_0b| spin-summed: {abs(r['D'][0, 1]):.6f}")
print(f"double occupancy: fragment {double:.6f}")
print(f"fragment hopping energy {r['he'][0, 1] * r['D'][0, 1]:.6f} t")
print(f"fragment repulsion energy {U * double:.6f} t")
print(f"total E_DP {E_dem:.6f} t, exact {E0:.6f} t, difference {E_dem - E0:.6f} t")
print("assembled natural occupations:", np.round(occ, 6))

# ---- the error is linear when only one fragment state is changed ------------
O = energy_operator(h, eri, E_full, [0])
H0 = 0.5 * (O + O.T)
mean = psi0 @ H0 @ psi0
assert abs(mean - E0 / L) < 1e-9
sigma = np.sqrt(psi0 @ H0 @ H0 @ psi0 - mean ** 2)
delta = H0 @ psi0 - mean * psi0
delta /= np.linalg.norm(delta)


def rotated(lam):
    return np.cos(lam) * psi0 + np.sin(lam) * delta


def one_changed(lam):
    s = rotated(lam)
    return E0 - mean + s @ H0 @ s


def all_changed(lam):
    s = rotated(lam)
    return s @ H @ s


eps = 1e-4
slope_one = (one_changed(eps) - one_changed(-eps)) / (2 * eps)
slope_all = (all_changed(eps) - all_changed(-eps)) / (2 * eps)
assert abs(slope_one - 2 * sigma) < 1e-6 and sigma > 0.1
assert abs(slope_all) < 1e-7
lam = -0.1
assert one_changed(lam) < E0 < all_changed(lam)
print(f"standard deviation of H_x in exact state (t): {sigma:.6f}")
print(f"slope, one fragment changed (t): {slope_one:.6f}")
print(f"slope, all fragments changed alike (t): {abs(slope_all):.1e}")
print(f"lambda {lam}: one changed, E_DP - E0 = {one_changed(lam) - E0:.6f} t")
print(f"lambda {lam}: all changed, E_DP - E0 = {all_changed(lam) - E0:.6f} t")
print("verified")
```

Running it gives:

```
CHAIN: U, site slope, exchange (t): 2.0 0.2 0.1
sites [0, 1]: E_x -4.714921 t, <H> -12.734752 t, N_x 2.14192
sites [2]: E_x -2.613821 t, <H> -12.663753 t, N_x 1.10965
sites [3, 4, 5]: E_x -5.474476 t, <H> -12.789279 t, N_x 2.76558
chain mean-field energy, many-body space (t): -12.64118290
chain E_DP, mean-field solver (t):            -12.64118290
chain one-body H, exact energy (t):           -25.01643013
chain one-body H, E_DP exact solver (t):      -25.01643013
chain exact energy (t):                       -12.789279
chain E_DP, exact solver, no chem. pot. (t):  -12.803218
chain assembled electron number:              6.017153
RING: energies per site (t); sites: 6
   U   exact      mean-field <H>trial   E_DP       E_DP(bare bath)
  0.0  -1.333333  -1.333333  -1.333333  -1.333333  -1.333333
  1.0  -1.100193  -1.083333  -1.087185  -1.104579  -1.100847
  2.0  -0.901576  -0.833333  -0.848548  -0.916778  -0.902641
  4.0  -0.611451  -0.333333  -0.391435  -0.645938  -0.599562
  8.0  -0.341355   0.666667   0.464876  -0.368898  -0.266667
DETAILS at U = 4 t
neighbour density matrix per spin D1: 0.333333
bath amplitudes, sites 0-5: [0.       0.666667 0.       0.333333 0.       0.666667] (moduli)
V 1.333333 t, U_b 1.629630 t, S 3.015279 t
core potential on bath orbital (t): 1.185185
|D_0b| spin-summed: 0.884385
double occupancy: fragment 0.133310
fragment hopping energy -1.179180 t
fragment repulsion energy 0.533241 t
total E_DP -3.875630 t, exact -3.668706 t, difference -0.206924 t
assembled natural occupations: [0.115615 0.115615 0.115615 1.884385 1.884385 1.884385]
standard deviation of H_x in exact state (t): 1.002166
slope, one fragment changed (t): 2.004332
slope, all fragments changed alike (t): 0.0e+00
lambda -0.1: one changed, E_DP - E0 = -0.169922 t
lambda -0.1: all changed, E_DP - E0 = 0.047876 t
verified
```
